**Threshold distance for helium field ionization above tungsten**

The program tests $x_c=(I-\phi)/(eF)$, where $I$ is the ionization energy of the free atom, $\phi$ the work function, $F$ the uniform field and $x_c$ the distance from the electrical surface. With a computed $I=24.56$ eV, $\phi=4.5$ eV and $F=44$ V/nm, it prints $x_c=0.456$ nm. It diagonalizes a one-dimensional metal and atom together and asserts that the atom empties within 1.5% of the formula in four cases with different fields, work functions or ionization energies. It also asserts the image energy against an integral over induced surface charge, and the quadratic polarization shift against a calculation at the full field. The potentials of a spherical tip and a hemispherical protrusion are checked, as is the WKB tunnelling exponent against a numerical solution of the wave equation. Image and polarization energies together move the threshold to 0.440 nm. A protrusion of 1 nm radius with the same apex field moves the uncorrected threshold to 0.71 nm, the largest change found.

## Verification by program

```python
"""
Closest distance for field ionization of helium above a positive tungsten tip.
Result under test:  x_c = (I - phi) / (e F)
  I    ionization energy of the free atom (eV)
  phi  work function of the metal (eV)
  F    magnitude of the uniform field outside the surface (V/nm)
  x_c  distance from the electrical surface (nm)
Electron energies are in eV from the vacuum level just outside the metal, so
the Fermi level is -phi and the field adds F*z to the energy at height z.
The estimate omits image, polarization, field-decay and thermal effects;
these are sized separately below.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar
from pyscf import gto, scf, cc

HARTREE = const.physical_constants["Hartree energy in eV"][0]
FIELD_AU = const.physical_constants["atomic unit of electric field"][0] * 1e-9
COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e9        # eV nm
KINETIC = const.hbar**2 / (2 * const.m_e * const.e) * 1e18     # eV nm^2

# Rough typical inputs
field = 44.0            # V/nm
work_function = 4.5     # eV
face_variation = 0.5    # eV, between crystal faces
tip_radius = 100.0      # nm
boss_radius = 1.0       # nm, local protrusion
temperature = 80.0      # K
metal_bottom = -10.0    # eV, bottom of the model conduction band


def helium_energies(basis, field_au):
    """Energies (hartree) of He by CCSD and of He+ by diagonalization."""
    mol = gto.M(atom="He 0 0 0", basis=basis, verbose=0)
    core = (mol.intor("int1e_kin") + mol.intor("int1e_nuc")
            + field_au * mol.intor("int1e_r")[2])
    ion = eigh(core, mol.intor("int1e_ovlp"), eigvals_only=True)[0]
    mean_field = scf.RHF(mol)
    mean_field.get_hcore = lambda *args: core
    mean_field.conv_tol = 1e-12
    mean_field.kernel()
    coupled = cc.CCSD(mean_field)
    coupled.conv_tol = 1e-10
    coupled.conv_tol_normt = 1e-7
    coupled.kernel()
    assert mean_field.converged and coupled.converged
    return np.array([coupled.e_tot, ion])


# Ionization energy and polarizabilities
small_field = 0.01
field_au = field / FIELD_AU
free_tz = helium_energies("aug-cc-pvtz", 0.0)
free = helium_energies("aug-cc-pvqz", 0.0)
weak = helium_energies("aug-cc-pvqz", small_field)
strong = helium_energies("aug-cc-pvqz", field_au)
ionization_tz = (free_tz[1] - free_tz[0]) * HARTREE
ionization = (free[1] - free[0]) * HARTREE
alpha_atom, alpha_ion = 2 * (free - weak) / small_field**2
polar_shift = 0.5 * (alpha_atom - alpha_ion) * field_au**2 * HARTREE
full_shift = ((strong[1] - strong[0]) - (free[1] - free[0])) * HARTREE
# One-electron ion: exact energy -2 hartree, exact polarizability 9/32 a.u.
assert abs(free[1] + 2.0) < 2e-3
assert abs(alpha_ion / (9 / 32) - 1) < 0.05      # finite Gaussian basis
assert abs(ionization - ionization_tz) < 0.1
# Higher powers of the field enter the full-field result at the percent level
assert abs(full_shift / polar_shift - 1) < 0.10

energy_gap = ionization - work_function
x_c = energy_gap / field
assert abs(x_c - 0.46) < 0.005

# Metal and atom diagonalized together; the atom empties at the threshold
step = 0.004
grid = np.arange(-3.0, 1.8, step)
hopping = -KINETIC / step**2 * np.ones(len(grid) - 1)
well_width = 0.03


def atom_well(depth, centre):
    return -depth * np.exp(-(grid - centre)**2 / (2 * well_width**2))


def emptying_distance(ion_energy, phi, strength):
    def level_error(depth):
        diagonal = 2 * KINETIC / step**2 + atom_well(depth, -0.6)
        return eigh_tridiagonal(diagonal, hopping, eigvals_only=True,
                                select="i", select_range=(0, 0))[0] + ion_energy
    depth = brentq(level_error, 10.0, 300.0)
    background = np.where(grid < 0, metal_bottom, strength * grid)

    def atom_occupation(distance):
        diagonal = (2 * KINETIC / step**2 + background
                    + atom_well(depth, distance))
        _, states = eigh_tridiagonal(diagonal, hopping, select="v",
                                     select_range=(-400.0, -phi))
        near_atom = np.abs(grid - distance) < 0.12
        return np.sum(states[near_atom]**2)

    low, high = 0.25, 1.4
    assert atom_occupation(low) > 0.5 > atom_occupation(high)
    while high - low > 1e-4:
        middle = 0.5 * (low + high)
        if atom_occupation(middle) > 0.5:
            low = middle
        else:
            high = middle
    return 0.5 * (low + high)


model_cases = [(ionization, work_function, field),
               (ionization, work_function, 30.0),
               (ionization, 5.5, field),
               (18.0, work_function, 35.0)]
model_distances = []
for case in model_cases:
    found = emptying_distance(*case)
    model_distances.append(found)
    # The model atom is polarizable, which shifts its level by under 1.5 %
    assert abs(found / ((case[0] - case[1]) / case[2]) - 1) < 0.015

# Image energy from the charge induced on a plane conductor
def induced_integrand(rho):
    density = -x_c / (2 * np.pi * (rho**2 + x_c**2)**1.5)
    return 0.5 * COULOMB * density * 2 * np.pi * rho / np.hypot(rho, x_c)


image_energy = -COULOMB / (4 * x_c)
assert abs(quad(induced_integrand, 0, np.inf)[0] / image_energy - 1) < 1e-6


def corrected_distance(gap):
    """Larger root of F x = gap - COULOMB/(4 x)."""
    return (gap + np.sqrt(gap**2 - field * COULOMB)) / (2 * field)


x_image = corrected_distance(energy_gap)
x_polar = (energy_gap + polar_shift) / field
x_both = corrected_distance(energy_gap + polar_shift)
x_both_root = brentq(lambda x: field * x + COULOMB / (4 * x)
                     - energy_gap - polar_shift, 0.3, 1.0)
assert abs(x_both - x_both_root) < 1e-9
assert x_image < x_c < x_polar

# Field decay above a sphere
x_sphere = x_c / (1 - x_c / tip_radius)
sphere_drop = quad(lambda x: field * (tip_radius / (tip_radius + x))**2,
                   0, x_sphere)[0]
assert abs(sphere_drop - energy_gap) < 1e-8

# Field decay above a hemispherical boss on a plane
def boss_potential(point):
    radius = np.linalg.norm(point)
    return field / 3 * point[2] * (1 - (boss_radius / radius)**3)


probe, delta = np.array([0.8, 0.3, 1.1]), 1e-3
laplacian = sum(boss_potential(probe + delta * axis)
                + boss_potential(probe - delta * axis)
                - 2 * boss_potential(probe) for axis in np.eye(3)) / delta**2
assert abs(laplacian) < 1e-3
assert abs(boss_potential(boss_radius * np.array([0.6, 0.0, 0.8]))) < 1e-10
apex = np.array([0.0, 0.0, boss_radius])
rise = np.array([0.0, 0.0, 1e-5])
apex_field = (boss_potential(apex + rise) - boss_potential(apex - rise)) / 2e-5
assert abs(apex_field / field - 1) < 1e-6


def boss_drop(x):
    height = boss_radius + x
    return field / 3 * (height - boss_radius**3 / height**2)


x_boss = brentq(lambda x: boss_drop(x) - energy_gap, 0.1, 5.0)
assert abs(boss_potential(apex + np.array([0, 0, x_boss])) - energy_gap) < 1e-8

# Tunnelling from the atom into the metal at the threshold
def barrier(s):
    return ionization - field * s - COULOMB / s


root_term = np.sqrt(ionization**2 - 4 * COULOMB * field)
inner_point = (ionization - root_term) / (2 * field)
free_exit = (ionization + root_term) / (2 * field)
barrier_top = ionization - 2 * np.sqrt(COULOMB * field)
peak = minimize_scalar(lambda s: -barrier(s), bounds=(inner_point, x_c),
                       method="bounded")
assert abs(-peak.fun - barrier_top) < 1e-5
assert inner_point < x_c < free_exit and barrier(x_c) > 0
exponent = 2 * quad(lambda s: np.sqrt(max(barrier(s), 0.0) / KINETIC),
                    inner_point, x_c)[0]
transmission = np.exp(-exponent)
metal_wave = np.sqrt((-work_function - metal_bottom) / KINETIC)
wave = solve_ivp(lambda s, y: [y[1], barrier(s) / KINETIC * y[0]],
                 (x_c, inner_point), np.array([1.0, 1j * metal_wave]),
                 rtol=1e-9, atol=1e-10)
assert wave.success
wave_exponent = 2 * np.log(abs(wave.y[0, -1]))
# WKB omits a prefactor of order one, hence agreement only in the exponent
assert abs(wave_exponent - exponent) < 2.0

thermal_width = 4 * const.k * temperature / const.e
x_thermal = thermal_width / field
x_face = face_variation / field

print(f"Field F: {field:.1f} V/nm")
print(f"Work function (rough): {work_function:.2f} eV")
print(f"He ionization energy, aug-cc-pVTZ: {ionization_tz:.3f} eV")
print(f"He ionization energy, aug-cc-pVQZ (used): {ionization:.3f} eV")
print(f"I - phi: {energy_gap:.3f} eV")
print(f"Closest distance x_c: {x_c:.4f} nm")
print(f"Closest distance x_c: {x_c * 10:.2f} angstrom")
for case, found in zip(model_cases, model_distances):
    print(f"Model I={case[0]:.2f} eV, phi={case[1]:.1f} eV, "
          f"F={case[2]:.0f} V/nm: atom empties at {found:.4f} nm, "
          f"formula {(case[0] - case[1]) / case[2]:.4f} nm")
print(f"Image energy of the ion at x_c: {image_energy:.3f} eV")
print(f"Threshold with image term only: {x_image:.4f} nm")
print(f"Polarizability of He: {alpha_atom:.3f} atomic units")
print(f"Polarizability of He+: {alpha_ion:.3f} atomic units")
print(f"Polarization shift of I, quadratic: {polar_shift:.3f} eV")
print(f"Polarization shift of I, full field: {full_shift:.3f} eV")
print(f"Threshold with polarization only: {x_polar:.4f} nm")
print(f"Threshold with image and polarization: {x_both:.4f} nm")
print(f"Tip radius (rough): {tip_radius:.0f} nm")
print(f"Threshold above spherical tip: {x_sphere:.4f} nm")
print(f"Protrusion radius (rough): {boss_radius:.1f} nm")
print(f"Threshold above protrusion, same apex field: {x_boss:.3f} nm")
print(f"Work-function variation (rough): {face_variation:.1f} eV")
print(f"Distance change from that variation: {x_face:.4f} nm")
print(f"Temperature (rough): {temperature:.0f} K")
print(f"Fermi-edge width 4kT: {thermal_width:.4f} eV")
print(f"Distance smearing from 4kT: {x_thermal:.5f} nm")
print(f"Bare barrier top above the level: {barrier_top:.2f} eV")
print(f"Inner turning point from the nucleus: {inner_point:.4f} nm")
print(f"Free exit point from the nucleus: {free_exit:.4f} nm")
print(f"Barrier width up to the metal: {x_c - inner_point:.4f} nm")
print(f"WKB exponent: {exponent:.2f} (dimensionless)")
print(f"Exponent from wave equation: {wave_exponent:.2f} (dimensionless)")
print(f"WKB transmission factor: {transmission:.1e} (dimensionless)")
print("all tests passed")
```

Output:

```
Field F: 44.0 V/nm
Work function (rough): 4.50 eV
He ionization energy, aug-cc-pVTZ: 24.536 eV
He ionization energy, aug-cc-pVQZ (used): 24.564 eV
I - phi: 20.064 eV
Closest distance x_c: 0.4560 nm
Closest distance x_c: 4.56 angstrom
Model I=24.56 eV, phi=4.5 eV, F=44 V/nm: atom empties at 0.4579 nm, formula 0.4560 nm
Model I=24.56 eV, phi=4.5 eV, F=30 V/nm: atom empties at 0.6701 nm, formula 0.6688 nm
Model I=24.56 eV, phi=5.5 eV, F=44 V/nm: atom empties at 0.4351 nm, formula 0.4333 nm
Model I=18.00 eV, phi=4.5 eV, F=35 V/nm: atom empties at 0.3881 nm, formula 0.3857 nm
Image energy of the ion at x_c: -0.789 eV
Threshold with image term only: 0.4373 nm
Polarizability of He: 1.384 atomic units
Polarizability of He+: 0.281 atomic units
Polarization shift of I, quadratic: 0.110 eV
Polarization shift of I, full field: 0.112 eV
Threshold with polarization only: 0.4585 nm
Threshold with image and polarization: 0.4399 nm
Tip radius (rough): 100 nm
Threshold above spherical tip: 0.4581 nm
Protrusion radius (rough): 1.0 nm
Threshold above protrusion, same apex field: 0.710 nm
Work-function variation (rough): 0.5 eV
Distance change from that variation: 0.0114 nm
Temperature (rough): 80 K
Fermi-edge width 4kT: 0.0276 eV
Distance smearing from 4kT: 0.00063 nm
Bare barrier top above the level: 8.64 eV
Inner turning point from the nucleus: 0.0666 nm
Free exit point from the nucleus: 0.4917 nm
Barrier width up to the metal: 0.3895 nm
WKB exponent: 9.50 (dimensionless)
Exponent from wave equation: 9.01 (dimensionless)
WKB transmission factor: 7.5e-05 (dimensionless)
all tests passed
```
